# Acoustic-phonon mobility in a triangular well when the confining field doubles: a numerical check

```python
"""Acoustic-phonon mobility of one subband in a triangular well.

Result under test: mobility = C / (m^2 D^2 kT J), J = integral of psi^4,
with J proportional to F^(1/3), so doubling F divides mobility by 2^(1/3).
Symbols (atomic units inside the program):
  m effective mass, F force on the electron, D deformation potential,
  C elastic constant = mass density * v^2, v sound speed, kT thermal energy,
  ell = (2 m F)^(-1/3) length scale of the well, psi ground state.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import airy, ai_zeros

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] / sc.angstrom

# Model parameters in eV and angstrom
mass = 0.2
D_eV, C_eVA3, hv_eVA, kT_eV, F_eVA = 10.0, 0.9, 0.035, 0.015, 0.002
D = D_eV / HARTREE
C = C_eVA3 * BOHR**3 / HARTREE
v = hv_eVA / (HARTREE * BOHR)
kT = kT_eV / HARTREE
F0 = F_eVA * BOHR / HARTREE


def diagonalize(force, box_angstrom=400.0, points=6000):
    """Two lowest levels and the ground density between hard walls."""
    h = box_angstrom / BOHR / (points + 1)
    z = h * np.arange(1, points + 1)
    diagonal = 1.0 / (mass * h**2) + force * z
    off = np.full(points - 1, -0.5 / (mass * h**2))
    energy, vec = eigh_tridiagonal(diagonal, off, select="i",
                                   select_range=(0, 1))
    density = vec[:, 0]**2 / h
    return energy, z, h, density, h * np.sum(density**2)


def trapezoid(values, step):
    """Trapezoidal rule along the last axis."""
    return step * (values.sum(axis=-1)
                   - 0.5 * (values[..., 0] + values[..., -1]))


def form_factor(z, h, density, J):
    """|Fourier transform of the density|^2 on a grid of qz >= 0."""
    qz = np.linspace(0.0, 60.0 * J, 301)
    G = h * (np.exp(1j * np.outer(qz, z)) @ density)
    return qz, np.abs(G)**2


def momentum_balance_rate(qz, G2, speed):
    """Momentum loss rate of a displaced Maxwellian gas.

    Bose factors and the energy exchanged with each phonon are kept.
    """
    Q = np.linspace(0.0, np.sqrt(320.0 * mass * kT), 801)[1:]
    dQ = Q[1] - Q[0]
    Qc = Q[:, None]
    q = np.sqrt(Qc**2 + qz[None, :]**2)
    omega = speed * q
    bose = 1.0 / np.expm1(omega / kT)
    variance = Qc**2 * kT / mass

    def golden_delta(gain):
        """2 pi times thermal average of the energy delta function."""
        shift = gain - Qc**2 / (2 * mass)
        return (2 * np.pi * np.exp(-shift**2 / (2 * variance))
                / np.sqrt(2 * np.pi * variance))

    coupling = D**2 * q * speed / (2 * C)
    transitions = coupling * (bose * golden_delta(omega)
                              + (bose + 1) * golden_delta(-omega))
    over_qz = 2 * trapezoid(transitions * G2, qz[1] - qz[0]) / (2 * np.pi)
    integrand = Q / (2 * np.pi) * (Q**2 / 2) * over_qz
    integrand = np.concatenate(([0.0], integrand))
    return trapezoid(integrand, dQ) / (2 * mass * kT)


# Pure numbers of the scaled well
zeros = ai_zeros(2)[0]
a1 = zeros[0]
norm = quad(lambda x: airy(x)[0]**2, a1, 15, epsabs=1e-12)[0]
fourth = quad(lambda x: airy(x)[0]**4, a1, 15, epsabs=1e-12)[0]
assert abs(norm - airy(a1)[1]**2) < 1e-9
c = fourth / norm**2

print(f"effective mass: {mass:.2f} electron masses")
print(f"deformation potential D: {D_eV:.1f} eV")
print(f"elastic constant C: {C_eVA3:.2f} eV/angstrom^3")
print(f"hbar * sound speed: {hv_eVA:.3f} eV angstrom")
print(f"thermal energy kT: {kT_eV:.3f} eV")
print(f"first zero of Ai: {a1:.5f} (pure number)")
print(f"second zero of Ai: {zeros[1]:.5f} (pure number)")
print(f"integral of Ai^2 from first zero: {norm:.5f} (pure number)")
print(f"integral of Ai^4 from first zero: {fourth:.5f} (pure number)")
print(f"c = J * ell: {c:.5f} (pure number)")

to_cm2 = sc.e / sc.hbar * 1e-16
J_grid, mobility, mobility_full = [], [], []
for factor in (1, 2):
    F = factor * F0
    ell = (2 * mass * F)**(-1 / 3)
    energy, z, h, density, J = diagonalize(F)
    # Diagonalization against the Airy solution
    assert np.allclose(energy, -zeros * F * ell, rtol=1e-4)
    assert abs(J * ell / c - 1) < 2e-4
    # Sum over qz against the integral of psi^4
    qz, G2 = form_factor(z, h, density, J)
    parseval = 2 * trapezoid(G2, qz[1] - qz[0]) / (2 * np.pi)
    assert abs(parseval / J - 1) < 1e-4
    # Full rate integral in the limit of slow sound, C held fixed
    rate = mass * D**2 * kT * (c / ell) / C
    slow = momentum_balance_rate(qz, G2, 0.01 * v)
    assert abs(slow / rate - 1) < 1e-3
    # Actual sound speed: size of the neglected phonon energy effects
    full = momentum_balance_rate(qz, G2, v)
    assert abs(full / rate - 1) < 0.03
    mu = C / (mass**2 * D**2 * kT * (c / ell))
    J_grid.append(J)
    mobility.append(mu)
    mobility_full.append(1 / (mass * full))
    gap = (energy[1] - energy[0]) * HARTREE
    tag = f"[F = {factor * F_eVA:.3f} eV/angstrom]"
    print(f"{tag} ell: {ell * BOHR:.3f} angstrom")
    print(f"{tag} ground level E1: {energy[0] * HARTREE:.5f} eV")
    print(f"{tag} effective width 1/J: {ell / c * BOHR:.3f} angstrom")
    print(f"{tag} spacing E2-E1: {gap:.5f} eV")
    print(f"{tag} exp(-(E2-E1)/kT): {np.exp(-gap / kT_eV):.2e}")
    print(f"{tag} phonon energy hbar v/ell: {v / ell * HARTREE:.5f} eV")
    print(f"{tag} hbar/tau: {rate * HARTREE:.4e} eV")
    mu_A2 = mu * BOHR**2
    print(f"{tag} hbar mu/e: {mu_A2:.1f} angstrom^2")
    print(f"{tag} mobility: {mu_A2 * to_cm2:.1f} cm^2/(V s)")
    print(f"{tag} rate with phonon energies / elastic: {full / rate:.5f}")

# Doubling of the force, from diagonalization only
ratio_grid = J_grid[1] / J_grid[0]
assert abs(ratio_grid - 2**(1 / 3)) < 3e-4
# Eightfold force should halve the width
ratio_eight = diagonalize(8 * F0)[4] / J_grid[0]
assert abs(ratio_eight - 2) < 1e-3
# The ratio survives when phonon energies are kept
ratio_full = mobility_full[0] / mobility_full[1]
assert abs(ratio_full - 2**(1 / 3)) < 0.01
# Counterexample: a second wall, not the field, sets the width
film = 40.0
ratio_film = diagonalize(2 * F0, film)[4] / diagonalize(F0, film)[4]
assert 1.0 < ratio_film < 1.05

print(f"mobility ratio mu(F)/mu(2F), formula: {mobility[0]/mobility[1]:.5f}")
print(f"same ratio from diagonalization: {ratio_grid:.5f}")
print(f"same ratio with phonon energies kept: {ratio_full:.5f}")
print(f"fraction of mobility left, mu(2F)/mu(F): {1 / ratio_grid:.5f}")
print(f"ratio mu(F)/mu(8F) from diagonalization: {ratio_eight:.5f}")
print(f"second wall in counterexample at: {film:.1f} angstrom")
print(f"ratio mu(F)/mu(2F) with second wall: {ratio_film:.5f}")
print("done: every assertion held")
```

It prints:

```
effective mass: 0.20 electron masses
deformation potential D: 10.0 eV
elastic constant C: 0.90 eV/angstrom^3
hbar * sound speed: 0.035 eV angstrom
thermal energy kT: 0.015 eV
first zero of Ai: -2.33811 (pure number)
second zero of Ai: -4.08795 (pure number)
integral of Ai^2 from first zero: 0.49170 (pure number)
integral of Ai^4 from first zero: 0.10092 (pure number)
c = J * ell: 0.41743 (pure number)
[F = 0.002 eV/angstrom] ell: 21.198 angstrom
[F = 0.002 eV/angstrom] ground level E1: 0.09912 eV
[F = 0.002 eV/angstrom] effective width 1/J: 50.781 angstrom
[F = 0.002 eV/angstrom] spacing E2-E1: 0.07418 eV
[F = 0.002 eV/angstrom] exp(-(E2-E1)/kT): 7.11e-03
[F = 0.002 eV/angstrom] phonon energy hbar v/ell: 0.00165 eV
[F = 0.002 eV/angstrom] hbar/tau: 8.6144e-04 eV
[F = 0.002 eV/angstrom] hbar mu/e: 44228.0 angstrom^2
[F = 0.002 eV/angstrom] mobility: 6719.4 cm^2/(V s)
[F = 0.002 eV/angstrom] rate with phonon energies / elastic: 0.99557
[F = 0.004 eV/angstrom] ell: 16.825 angstrom
[F = 0.004 eV/angstrom] ground level E1: 0.15735 eV
[F = 0.004 eV/angstrom] effective width 1/J: 40.305 angstrom
[F = 0.004 eV/angstrom] spacing E2-E1: 0.11776 eV
[F = 0.004 eV/angstrom] exp(-(E2-E1)/kT): 3.89e-04
[F = 0.004 eV/angstrom] phonon energy hbar v/ell: 0.00208 eV
[F = 0.004 eV/angstrom] hbar/tau: 1.0853e-03 eV
[F = 0.004 eV/angstrom] hbar mu/e: 35103.8 angstrom^2
[F = 0.004 eV/angstrom] mobility: 5333.2 cm^2/(V s)
[F = 0.004 eV/angstrom] rate with phonon energies / elastic: 0.99427
mobility ratio mu(F)/mu(2F), formula: 1.25992
same ratio from diagonalization: 1.25992
same ratio with phonon energies kept: 1.25828
fraction of mobility left, mu(2F)/mu(F): 0.79370
ratio mu(F)/mu(8F) from diagonalization: 2.00000
second wall in counterexample at: 40.0 angstrom
ratio mu(F)/mu(2F) with second wall: 1.00682
done: every assertion held
```
